# Falling Resistivity in Ultrathin NbP Films: What a Two-Channel Fit Assumes

**Q:** The resistivity of ultrathin NbP films is reported to fall as the films get thinner. NbP is a topological semimetal, so people point to its surface states. Can surface conduction produce such a trend at all?

**A:** Yes, and two parallel channels suffice. Let a film of thickness $t$ carry a uniform in-plane field $E$, and let its response be ohmic. The current per unit width is $E\int_0^t\sigma(z)\,dz$, so the sheet conductance is

$$G(t)=\int_0^t\sigma(z)\,dz .$$

The resistivity you report is $\rho=t/G$: the measured sheet resistance $1/G$ multiplied by the thickness. It is an apparent resistivity, because it treats the film as uniform.

Suppose that the interior has a fixed conductivity $\sigma_b=1/\rho_b$ and that the two surfaces together add a fixed sheet conductance $G_s$. Then $G=G_s+\sigma_bt$. Dividing numerator and denominator of $t/G$ by $\sigma_bt$ gives

$$\rho(t)=\frac{t}{G_s+\sigma_b t}=\frac{\rho_b}{1+t_s/t},\qquad t_s=\frac{G_s}{\sigma_b}.$$

The quotient rule gives the slope,

$$\frac{d\rho}{dt}=\frac{(G_s+\sigma_bt)-t\sigma_b}{(G_s+\sigma_bt)^2}=\frac{G_s}{(G_s+\sigma_bt)^2}>0 .$$

Thinning removes bulk but leaves the surface channel in place, so the resistivity falls. For $t\gg t_s$ it approaches $\rho_b$. At $t=t_s$ the channels carry equal currents and $\rho=\rho_b/2$.

**Q:** How should I fit that to data?

**A:** Plot $G$ against $t$. In this model the plot is a straight line with intercept $G_s$ and slope $\sigma_b$. Here is a synthetic film series with round parameters; it is not measured NbP data. At 2, 3, 4, 5 and 6 nm the sheet conductances are 3.5285, 4.6075, 5.4587, 6.1717 and 6.8009 mS.

The mean thickness is 4 nm and the mean conductance is 5.3135 mS. The thickness deviations from the mean are $-2,-1,0,1,2$ nm, and their squares sum to 10 nm². The least-squares slope is therefore

$$\frac{-2(3.5285)-4.6075+6.1717+2(6.8009)}{10}=0.8109\ \text{mS/nm},$$

which is $8.109\times10^5$ S/m. The intercept is $5.3135-4(0.8109)\approx2.07$ mS. The fit thus reports a surface conductance of 2.07 mS and a bulk resistivity of 1233 nΩ m.

**Q:** The coefficient of determination is 0.988, and no point misses the line by more than 5 percent of its value. I would publish that. Is it right?

**A:** No. The series was made with a bulk resistivity of 2000 nΩ m and a surface conductance that reaches 4 mS in thick films. What fails is the assumption that $G_s$ does not depend on thickness.

I gave the surface channel a finite depth $d=2$ nm, through the local conductivity

$$\sigma(z)=\sigma_b+\sigma_1\left[e^{-z/d}+e^{-(t-z)/d}\right].$$

This profile is phenomenological; it is not a band calculation of NbP. The first exponential integrates to

$$\int_0^t e^{-z/d}dz=d\left(1-e^{-t/d}\right).$$

The second gives the same value after the substitution $z\to t-z$. Hence

$$G_s(t)=G_\infty\left(1-e^{-t/d}\right),\qquad G_\infty=2\sigma_1d .$$

With $\sigma_1=10^6$ S/m, $G_\infty=4$ mS. A film only a few nanometres thick has no room for both full surface layers: $G_s$ is 2.53 mS at 2 nm and 3.80 mS at 6 nm.

**Q:** But the fitted 2.07 mS is below even the smallest of those values. Why isn't it some average of them?

**A:** Because a line fit counts the growth of the surface conductance within the fitted window as bulk conduction. To see this, consider the tangent to $G(t)=G_s(t)+\sigma_bt$ at a thickness $t$. Its slope is

$$G'(t)=\sigma_b+G_s'(t),$$

where a prime denotes $d/dt$. Following the tangent back to zero thickness gives the intercept

$$G-tG'=G_s+\sigma_bt-t\sigma_b-tG_s'=G_s-tG_s'.$$

The bulk has cancelled. If $G_s$ grows with $t$, the intercept lies below the true surface conductance and the slope lies above the true bulk conductivity.

At 4 nm, $G_s'=(G_\infty/d)e^{-2}=0.271$ mS/nm. The tangent intercept is then $3.459-4(0.271)\approx2.38$ mS, and the slope is $0.500+0.271=0.771$ mS/nm. The five-point fit has a still lower intercept, for two reasons. Because $G(t)$ is concave, its mean conductance, 5.31 mS, is below the 5.46 mS at the mean thickness. And because the curve bends more strongly at the thin end than at the thick end, the fitted slope, 0.811 mS/nm, is above that of the tangent.

**Q:** Could I have detected the fault from my own data?

**A:** Perhaps, from the pattern of the misfits. The line lies above the data at 2 and 6 nm and below them at 3, 4 and 5 nm. That is the signature of a concave curve. For a fixed $\sigma_b$,

$$G''(t)=G_s''(t)=-\frac{G_\infty}{d^2}e^{-t/d},$$

so the curvature comes from the surface channel alone. With independent uncertainties of about 5 percent per film, however, five points would hardly reveal it.

A wider thickness range helps more. A fit to films of 20, 40, 60 and 80 nm returns 4.00 mS and 2000 nΩ m, because $e^{-t/d}$ is already negligible at 20 nm. The two windows therefore disagree by almost a factor of two in $G_s$, and also in the slope: 0.811 against 0.500 mS/nm. With uncertainties of 5 percent per film, the slope is the better witness. For unweighted fits the difference in intercept is then $1.9\pm1.5$ mS: 5 percent of a thick film's conductance is a large error in mS, and extending the line from 20 nm down to zero thickness enlarges it further. The expected difference in slope is $0.31\pm0.09$ mS/nm, more than three standard deviations. Scatter can make it smaller or larger in a single series, but a measured difference of that size would be strong evidence against two constant channels.

**Q:** Then I can fit the thick films and extrapolate to the thickness an interconnect needs?

**A:** Not safely. The thick-film fit predicts at 1 nm

$$\rho=\frac{1\ \text{nm}}{(4.00+0.50)\ \text{mS}}\approx222\ \text{nΩ m},$$

where 1 nm/mS equals 1000 nΩ m. The synthetic film has 482 nΩ m, more than twice as much. In the other direction, the thin-film fit predicts 1195 nΩ m at 80 nm, while the film has 1818 nΩ m.

The thin-film fit fails at 80 nm mainly because its slope is too large. The limit $t\to0$ shows why the thick-film fit fails in very thin films. With constant $G_s$, $\rho\to t/G_s\to0$: a vanishing amount of material would keep a finite sheet conductance. For the finite-depth channel, $1-e^{-t/d}\to t/d$, so $G_s\to2\sigma_1t$ and

$$\rho\to\frac{1}{\sigma_b+2\sigma_1}=\frac{1}{2.5\times10^6\ \text{S/m}}=400\ \text{nΩ m}.$$

The resistivity still falls on thinning, from 181.8 µΩ cm at 80 nm to 56.7 µΩ cm at 2 nm, but it levels off instead of vanishing.

**Q:** So the number from the fit is doubtful. Does the falling trend at least prove that the surface conducts better?

**A:** No. For any smooth $G(t)$,

$$\frac{d\rho}{dt}=\frac{G-tG'}{G^2}.$$

The trend therefore says that the tangent to $G(t)$ has a positive intercept. It does not say where the intercept comes from. Three other readings give the same straight line:

- **Better material in thinner films.** If the interior conductivity is $\sigma_b+A/t$ with $A>0$, multiplication by $t$ gives $G=\sigma_bt+A$, without any surface channel.
- **A conducting seed layer.** Let a seed of fixed thickness $s$ and conductivity $\sigma_{\rm seed}$ be counted in $t$. Then $G=\sigma_{\rm seed}s+\sigma_b(t-s)=\sigma_bt+(\sigma_{\rm seed}-\sigma_b)s$. The intercept is positive if the seed conducts better than the film. If $t$ excludes the seed, the intercept is $\sigma_{\rm seed}s$.
- **A different division between surface and bulk.** Replace $\sigma_b$ by $\sigma_b-c$ and $G_s$ by $G_s+ct$. The sum is unchanged, since $G_s+ct+(\sigma_b-c)t=G_s+\sigma_bt$.

The last case is the most awkward. Curvature can refute two constant channels, but a perfect straight line cannot confirm them, because a part of $G_s$ linear in $t$ looks just like bulk. Constancy of $G_s$ has to come from outside the thickness series.

**Q:** Turn it around. If I know that the surface conducts well, must the resistivity fall on thinning?

**A:** No again. With fixed $\sigma_b$, the trend requires $G_s-tG_s'>0$. For positive $G_s$, division by $G_s$ turns this into

$$\frac{t}{G_s}\frac{dG_s}{dt}=\frac{d\ln G_s}{d\ln t}<1 .$$

The surface conductance may shrink with the film, but it must shrink less than in proportion to the thickness. The constant-$G_s$ model has exponent zero, which is sufficient but not necessary.

For a case that breaks the condition, take $G_s=G_\infty t^2/(t^2+a^2)$. I chose this form for illustration. Coupling between opposite surfaces, or stronger disorder in very thin films, might cause such a collapse, but I have not derived it from either. The apparent conductivity is

$$\frac1\rho=\frac Gt=\sigma_b+G_\infty\frac{t}{t^2+a^2}.$$

Its derivative is

$$\frac{d}{dt}\frac1\rho=G_\infty\frac{(t^2+a^2)-2t^2}{(t^2+a^2)^2}=G_\infty\frac{a^2-t^2}{(t^2+a^2)^2}.$$

It is positive below $t=a$ and negative above, so the resistivity has its minimum at $t=a$, whatever the value of $\sigma_b$. With $a=3$ nm, $\rho$ is 1153 nΩ m at 10 nm, 857 nΩ m at 3 nm and 1111 nΩ m at 1 nm. A favourable trend down to 3 nm would say nothing about the next 2 nm.

**Q:** Ordinary films become more resistive because carriers scatter at the boundaries. Where does that enter my fit?

**A:** It lowers the intercept. Take an isotropic bulk metal with mean free path $\lambda$ and fully diffuse surfaces. Let $\mu$ be the magnitude of the cosine between a carrier's velocity and the film normal. A carrier at depth $z$ that comes from the lower surface has travelled $z/\mu$ since it lost its drift there, so its contribution is multiplied by the factor $1-e^{-z/(\lambda\mu)}$. Carriers from the upper surface have $t-z$ in place of $z$. Weighting each direction by its share of the in-plane current gives

$$\frac{\sigma(z)}{\sigma_b}=\frac34\int_0^1(1-\mu^2)\left[2-e^{-z/(\lambda\mu)}-e^{-(t-z)/(\lambda\mu)}\right]d\mu .$$

Without the exponentials the right side is $\tfrac34\cdot2\cdot\tfrac23=1$, as it must be. Integrated over $z$, each exponential gives $\lambda\mu(1-e^{-t/(\lambda\mu)})$, which tends to $\lambda\mu$ for $t\gg\lambda$. Therefore

$$G_{\rm bulk}\simeq\sigma_bt-\frac34\,\sigma_b\,2\lambda\int_0^1\mu(1-\mu^2)\,d\mu=\sigma_bt-\frac38\sigma_b\lambda,$$

because the integral is $\tfrac12-\tfrac14=\tfrac14$.

For $\lambda=2$ nm the shift is $-0.375$ mS. A constant surface conductance of 4 mS would then appear as 3.625 mS in the thick-film fit. The intercept is a net quantity: surface gain minus boundary loss. In a 2 nm film the large-thickness formula is no longer accurate: for the bulk channel alone it gives 3200 nΩ m, while the full integral gives 2925 nΩ m. Thick material has 2000 nΩ m. The full integral is itself semiclassical: it needs a Fermi wavelength well below the thickness. For a free-electron sphere, $\sigma_b=e^2k_F^2\lambda/(3\pi^2\hbar)$ with these parameters gives a Fermi wavelength of about 1.1 nm, so a 2 nm film is already marginal. A semimetal with small pockets has a longer wavelength, and there the 2 nm values are only an illustration.

**Q:** Suppose I do obtain a convincing 4 mS. Is that a reasonable conductance for surface states?

**A:** Convert it into a mean free path. For one surface with spin-nondegenerate states, the Boltzmann conductance along $x$ is

$$G_{xx}=\frac{e^2}{4\pi^2}\int d^2k\,\tau v_x^2\left(-\frac{\partial f}{\partial E}\right).$$

At low temperature the last factor selects the Fermi contour. An area element is $d^2k=ds\,dE/(\hbar v)$, where $s$ runs along the contour and $v$ is the speed. With a constant mean free path $l$, $\tau=l/v$, so

$$G_{xx}=\frac{e^2l}{4\pi^2\hbar}\int\frac{v_x^2}{v^2}\,ds .$$

Now average $G_{xx}$ and $G_{yy}$. Since $v_x^2+v_y^2=v^2$, the two integrals add up to the total contour length $S$, whether the contours are closed pockets or open arcs:

$$\bar G=\frac{e^2lS}{8\pi^2\hbar}=\frac{e^2}{h}\frac{Sl}{4\pi},$$

where $\hbar=h/2\pi$ was used in the last step.

The total of 4 mS is 103.25 in units of $e^2/h$. If two alike surfaces share it equally, each has about 51.6. Take this as the mean over the two directions, and assume a contour length of 20 nm⁻¹ per surface. Then

$$l=\frac{4\pi(51.6)}{20\ \text{nm}^{-1}}\approx32\ \text{nm}.$$

Half the contour length would require twice the path. If the surface conducts differently along $x$ and $y$, a measurement along one of them does not give the mean, and the estimate changes. Since $v_x^2\le v^2$, $G_{xx}$ is at most $2\bar G$, so the path is then at least half the value above. A path longer than the film thickness is not a contradiction, since these carriers move along the surface. But if grain boundaries scatter them strongly, a grain size well below the required path would count against this reading. The estimate also presumes a crystalline surface with a defined Fermi contour. The ultrathin NbP films reported with this trend are largely noncrystalline, and for such films the number is only a rough scale.

**Q:** Which measurements would narrow it down?

**A:** Three, each aimed at a different ambiguity. First, measure $G(t)$ from well below to well above the suspected channel depth, and fit separate windows. A drift of the intercept or slope by several times its uncertainty is strong evidence against two constant channels; a drift of about one standard deviation is not. Second, vary the seed thickness at fixed NbP thickness, and check crystal quality and carrier density film by film; this addresses the seed and the changing interior. Third, alter one surface while leaving the interior untouched, for example with a different insulating cap. The change in $G$ is then a change in surface-related conductance, though it may include altered boundary scattering of bulk carriers. It need not equal the whole surface conductance.

Until such data exist, I would call the fitted number an effective intercept, state its thickness window, and say that surface conduction is consistent with the trend. The numerical output below lists the values for the synthetic films.

## Computed values

```
MODEL INPUTS
bulk resistivity = 2000 nOhm m
bulk conductivity = 5.000e+05 S/m
thick-film surface conductance, both surfaces = 4.000 mS
surface-channel depth d = 2.0 nm
local surface conductivity sigma_1 = 1.000e+06 S/m
equal-current thickness for constant G_s = 8.00 nm
SYNTHETIC FILMS: t (nm), G_s (mS), G (mS), rho (nOhm m)
  1.0   1.5739    2.0739     482.2
  2.0   2.5285    3.5285     566.8
  3.0   3.1075    4.6075     651.1
  4.0   3.4587    5.4587     732.8
  5.0   3.6717    6.1717     810.2
  6.0   3.8009    6.8009     882.2
 20.0   3.9998   13.9998    1428.6
 40.0   4.0000   24.0000    1666.7
 60.0   4.0000   34.0000    1764.7
 80.0   4.0000   44.0000    1818.2
zero-thickness resistivity limit = 400.0 nOhm m
resistivity at 2 nm, converted = 56.68 uOhm cm
resistivity at 80 nm, converted = 181.82 uOhm cm
CONSTANT-SURFACE FITS
2-6 nm fit: G_s = 2.0699 mS
2-6 nm fit: bulk conductivity = 8.1089e+05 S/m
2-6 nm fit: bulk resistivity = 1233.2 nOhm m
2-6 nm fit: largest relative misfit = 4.62 percent
2-6 nm fit: R squared = 0.9881 (no unit)
20-80 nm fit: G_s = 3.9998 mS
20-80 nm fit: bulk resistivity = 2000.0 nOhm m
thick fit predicts at 1 nm: 222.2 nOhm m
thin fit predicts at 80 nm: 1195.1 nOhm m
tangent intercept at 4 nm = 2.3760 mS
tangent slope at 4 nm = 7.7067e+05 S/m
COLLAPSING SURFACE CHANNEL
collapse length a = 3.0 nm
minimum position, original bulk = 3.0000 nm
minimum position, fourfold bulk conductivity = 3.0000 nm
resistivity at 1 nm, original bulk = 1111.1 nOhm m
resistivity at 3 nm, original bulk = 857.1 nOhm m
resistivity at 10 nm, original bulk = 1153.4 nOhm m
DIFFUSE BOUNDARIES AND SURFACE MEAN FREE PATH
bulk mean free path = 2.0 nm
diffuse bulk-only resistivity at 2 nm = 2924.6 nOhm m
boundary shift of intercept = -0.3750 mS
net intercept with constant G_s = 3.6250 mS
conductance quantum e^2/h = 38.7405 uS
G_inf divided by e^2/h = 103.25 (no unit)
contour length per surface = 20.0 nm^-1
required surface mean free path = 32.44 nm
```
